# Debugging a numerical check: Coulomb Matrix Elements of Explicitly Correlated Gaussians with Shifted Centres

```python
"""Coulomb matrix elements of explicitly correlated Gaussians.

Result under test, for phi_A = exp(-(x-s)^T A (x-s)), phi_B = exp(-(x-t)^T B (x-t)):
  <phi_A| 1/|w^T x - R| |phi_B> = S erf(d/sqrt(beta))/d,
and 2 S/sqrt(pi beta) when d = 0.
  x, s, t : N particle positions and centres, each a vector in 3 dimensions
  C = A + B,  beta = w^T C^-1 w,  u = C^-1 (A s + B t),  d = |w^T u - R|
  S : overlap <phi_A|phi_B>;  w : nonzero coefficients;  R : fixed point
Internal length unit: 0.1 nm, so exponents are in units of 100 nm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erf


def product_data(A, s, B, t):
    """Return C, product centres u, exponent K and overlap S."""
    C = A + B
    u = np.linalg.solve(C, A @ s + B @ t)
    K = np.sum(s * (A @ s)) + np.sum(t * (B @ t)) - np.sum(u * (C @ u))
    S = np.exp(-K) * (np.pi ** len(C) / np.linalg.det(C)) ** 1.5
    return C, u, K, S


def mean_inverse(A, s, B, t, w, R):
    """Return (matrix element / overlap), beta and d from the formula."""
    C, u, _, _ = product_data(A, s, B, t)
    beta = w @ np.linalg.solve(C, w)
    d = np.linalg.norm(w @ u - R)
    if d < 1e-8 * np.sqrt(beta):
        return 2 / np.sqrt(np.pi * beta), beta, d
    return erf(d / np.sqrt(beta)) / d, beta, d


def brute_force(A, s, B, t, w, R):
    """Integrate the raw product over all coordinates; needs w[0] != 0.

    The product factorises over Cartesian components. For each component the
    other particles are summed on a grid at fixed y = w^T x; then y is
    integrated in spherical coordinates around R, which removes the pole.
    """
    n = len(w)
    y = np.linspace(-14, 14, 1401)
    grid = np.linspace(-6, 6, 41)
    step = grid[1] - grid[0]
    rest = np.array([g.ravel() for g in
                     np.meshgrid(*[grid] * (n - 1), indexing="ij")])
    first = (y[:, None] - (w[1:] @ rest)[None, :]) / w[0]
    coords = [first] + [row[None, :] for row in rest]
    splines = []
    for k in range(3):
        exponent = np.zeros_like(first)
        for M, centre in ((A, s), (B, t)):
            diff = [coords[i] - centre[i, k] for i in range(n)]
            for i in range(n):
                for j in range(n):
                    exponent += M[i, j] * diff[i] * diff[j]
        density = np.exp(-exponent).sum(axis=1) * step ** (n - 1) / abs(w[0])
        splines.append(CubicSpline(y, density))
    node, weight = np.polynomial.legendre.leggauss(80)
    r, wr = 6 * (node + 1), 6 * weight
    cos_th, w_th = np.polynomial.legendre.leggauss(32)
    phi = 2 * np.pi * np.arange(48) / 48
    rr = r[:, None, None]
    ct = cos_th[None, :, None]
    st = np.sqrt(1 - ct ** 2)
    ph = phi[None, None, :]
    value = (splines[0](R[0] + rr * st * np.cos(ph))
             * splines[1](R[1] + rr * st * np.sin(ph))
             * splines[2](R[2] + rr * ct + 0 * ph))
    shell = np.einsum("ijk,j->i", value, w_th) * 2 * np.pi / 48
    return np.sum(wr * r * shell), np.sum(wr * r ** 2 * shell)


deviations = []


def check(A, s, B, t, w, R):
    """Compare the formula and the overlap with direct integration."""
    coulomb, overlap = brute_force(A, s, B, t, w, R)
    S = product_data(A, s, B, t)[3]
    ratio = mean_inverse(A, s, B, t, w, R)[0]
    errors = (abs(overlap / S - 1), abs(coulomb / (S * ratio) - 1))
    deviations.extend(errors)
    # spline and quadrature errors are expected below one part in a million
    assert max(errors) < 1e-6, errors


# Three particles, general exponents, centres and coefficient vectors
A3 = np.array([[1.2, 0.3, -0.2], [0.3, 1.0, 0.1], [-0.2, 0.1, 1.4]])
B3 = np.array([[0.9, -0.2, 0.1], [-0.2, 1.3, 0.3], [0.1, 0.3, 1.1]])
s3 = np.array([[0.5, -0.2, 0.1], [-0.4, 0.3, 0.6], [0.2, 0.1, -0.5]])
t3 = np.array([[0.1, 0.4, -0.3], [-0.6, 0.0, 0.2], [0.3, -0.5, 0.4]])
zero3 = np.zeros((3, 3))
origin = np.zeros(3)
R3 = np.array([0.2, -0.3, 0.4])
w_general = np.array([2.0, 0.5, -1.0])
check(A3, s3, B3, t3, np.array([1.0, -1.0, 0.0]), origin)
check(A3, s3, B3, t3, w_general, R3)
check(A3, zero3, B3, zero3, w_general, origin)

# Determinant, minimum of the exponent, and integral over the transform variable
C3, u3, _, _ = product_data(A3, s3, B3, t3)
ratio3, beta3, d3 = mean_inverse(A3, s3, B3, t3, w_general, R3)


def transformed(tau):
    """Determinant ratio and minimum exponent by direct linear algebra."""
    Ct = C3 + tau ** 2 * np.outer(w_general, w_general)
    v = np.linalg.solve(Ct, C3 @ u3 + tau ** 2 * np.outer(w_general, R3))
    minimum = (np.sum((v - u3) * (C3 @ (v - u3)))
               + tau ** 2 * np.sum((w_general @ v - R3) ** 2))
    return np.linalg.det(Ct) / np.linalg.det(C3), minimum


for tau in (0.3, 0.7, 2.5):
    det_ratio, minimum = transformed(tau)
    assert abs(det_ratio - (1 + beta3 * tau ** 2)) < 1e-10
    assert abs(minimum - tau ** 2 * d3 ** 2 / (1 + beta3 * tau ** 2)) < 1e-10


def transform_integrand(tau):
    det_ratio, minimum = transformed(tau)
    return 2 / np.sqrt(np.pi) * det_ratio ** -1.5 * np.exp(-minimum)


integral = quad(transform_integrand, 0, np.inf, epsabs=1e-10, epsrel=1e-10)[0]
assert abs(integral / ratio3 - 1) < 1e-7

# Worked example: two electrons, two protons, shifted bra and ket
length = 1e-10
nm = length / 1e-9
coulomb_joule = const.e ** 2 / (4 * np.pi * const.epsilon_0 * length)
coulomb_ev = coulomb_joule / const.e
A = np.array([[1.25, 0.25], [0.25, 1.25]])
B = np.array([[1.50, 0.50], [0.50, 1.50]])
s = np.array([[0, 0, 0], [0, 0, 1.0]])
t = np.array([[0, 0, 0.2], [0, 0, 0.8]])
protons = np.array([[0, 0, 0], [0, 0, 1.0]])
w12 = np.array([1.0, -1.0])
w1 = np.array([1.0, 0.0])
C, u, K, S = product_data(A, s, B, t)
S_AA = product_data(A, s, A, s)[3]
S_BB = product_data(B, t, B, t)[3]
S_norm = S / np.sqrt(S_AA * S_BB)
check(A, s, B, t, w12, origin)
ratio, beta, d = mean_inverse(A, s, B, t, w12, origin)

print("Coulomb energy e^2/(4 pi eps0 0.1 nm): %.5f eV" % coulomb_ev)
for name, M in (("A", A), ("B", B), ("C", C)):
    print("%s_11 = %s_22: %.1f nm^-2; %s_12: %.1f nm^-2"
          % (name, name, M[0, 0] / nm ** 2, name, M[0, 1] / nm ** 2))
print("Proton z positions: %.3f, %.3f nm" % tuple(protons[:, 2] * nm))
print("Bra centres z: %.3f, %.3f nm" % tuple(s[:, 2] * nm))
print("Ket centres z: %.3f, %.3f nm" % tuple(t[:, 2] * nm))
print("Product centres z: %.6f, %.6f nm" % tuple(u[:, 2] * nm))
print("Exponent K: %.6f (dimensionless)" % K)
print("Overlap S: %.6e nm^6" % (S * nm ** 6))
print("Overlap of normalised functions: %.6f (dimensionless)" % S_norm)
print("Pair beta: %.6f nm^2" % (beta * nm ** 2))
print("Pair sqrt(beta): %.6f nm" % (np.sqrt(beta) * nm))
print("Pair centre distance d: %.6f nm" % (d * nm))
print("Pair d/sqrt(beta): %.6f (dimensionless)" % (d / np.sqrt(beta)))
print("Pair erf(d/sqrt(beta)): %.6f (dimensionless)" % erf(d / np.sqrt(beta)))
print("Repulsion / overlap: %.5f eV" % (coulomb_ev * ratio))
print("Repulsion, normalised functions: %.5f eV" % (coulomb_ev * ratio * S_norm))
print("Repulsion, normalised functions: %.5e J"
      % (coulomb_joule * ratio * S_norm))
print("Point charges at distance d: %.5f eV" % (coulomb_ev / d))
print("Same beta with d = 0: %.5f eV"
      % (coulomb_ev * 2 / np.sqrt(np.pi * beta)))
for index, R in enumerate(protons, start=1):
    check(A, s, B, t, w1, R)
    attraction, beta_n, d_n = mean_inverse(A, s, B, t, w1, R)
    print("Electron 1, proton %d: beta %.6f nm^2, d %.6f nm"
          % (index, beta_n * nm ** 2, d_n * nm))
    print("  attraction / overlap: %.5f eV" % (-coulomb_ev * attraction))

# Common centre: phi = exp(-a(r1^2+r2^2) - gamma r12^2)
a = 1.0
zero2 = np.zeros((2, 2 + 1))
repulsions, attractions = [], []
print("Common centre, a: %.1f nm^-2" % (a / nm ** 2))
for gamma in (-0.25, 0.0, 0.25):
    M = np.array([[a + gamma, -gamma], [-gamma, a + gamma]])
    assert np.linalg.eigvalsh(M).min() > 0
    check(M, zero2, M, zero2, w12, origin)
    check(M, zero2, M, zero2, w1, origin)
    pair, beta_pair, _ = mean_inverse(M, zero2, M, zero2, w12, origin)
    centre = mean_inverse(M, zero2, M, zero2, w1, origin)[0]
    assert abs(pair - 2 * np.sqrt((a + 2 * gamma) / np.pi)) < 1e-12
    repulsions.append(coulomb_ev * pair)
    attractions.append(coulomb_ev * centre)
    print("gamma %.1f nm^-2: beta %.6f nm^2"
          % (gamma / nm ** 2, beta_pair * nm ** 2))
    print("  mean repulsion %.5f eV; electron 1 to charge +e at centre %.5f eV"
          % (repulsions[-1], -attractions[-1]))
assert repulsions[0] < repulsions[1] < repulsions[2]
assert attractions[0] < attractions[1] < attractions[2]

# Point-charge limit for well separated product centres
far = np.array([[0, 0, 0], [0, 0, 5.0]])
far_ratio, far_beta, far_d = mean_inverse(A, far, B, far, w12, origin)
check(A, far, B, far, w12, origin)
assert abs(far_ratio * far_d - 1) < 1e-10
print("Largest relative deviation from direct integration: %.0e"
      % max(deviations))
print("success")
```

It fails:

```
Coulomb energy e^2/(4 pi eps0 0.1 nm): 14.39965 eV
A_11 = A_22: 125.0 nm^-2; A_12: 25.0 nm^-2
B_11 = B_22: 150.0 nm^-2; B_12: 50.0 nm^-2
C_11 = C_22: 275.0 nm^-2; C_12: 75.0 nm^-2
Proton z positions: 0.000, 0.100 nm
Bra centres z: 0.000, 0.100 nm
Ket centres z: 0.020, 0.080 nm
Product centres z: 0.010000, 0.090000 nm
Exponent K: 0.040000 (dimensionless)
Overlap S: 1.608536e-06 nm^6
Overlap of normalised functions: 0.946046 (dimensionless)
Pair beta: 0.010000 nm^2
Pair sqrt(beta): 0.100000 nm
Pair centre distance d: 0.080000 nm
Pair d/sqrt(beta): 0.800000 (dimensionless)
Pair erf(d/sqrt(beta)): 0.742101 (dimensionless)
Repulsion / overlap: 13.35749 eV
Repulsion, normalised functions: 12.63679 eV
Repulsion, normalised functions: 2.02464e-18 J
Point charges at distance d: 17.99956 eV
Same beta with d = 0: 16.24826 eV
Electron 1, proton 1: beta 0.003929 nm^2, d 0.010000 nm
  attraction / overlap: -25.70497 eV
Electron 1, proton 2: beta 0.003929 nm^2, d 0.090000 nm
  attraction / overlap: -15.32301 eV
Common centre, a: 100.0 nm^-2
gamma -25.0 nm^-2: beta 0.020000 nm^2
  mean repulsion 11.48925 eV; electron 1 to charge +e at centre -18.76187 eV
gamma 0.0 nm^-2: beta 0.010000 nm^2
  mean repulsion 16.24826 eV; electron 1 to charge +e at centre -22.97851 eV
gamma 25.0 nm^-2: beta 0.006667 nm^2
  mean repulsion 19.89997 eV; electron 1 to charge +e at centre -25.17170 eV
Traceback (most recent call last):
  File "check.py", line 206, in <module>
    check(A, far, B, far, w12, origin)
  File "check.py", line 88, in check
    assert max(errors) < 1e-6, errors
           ^^^^^^^^^^^^^^^^^^
AssertionError: (np.float64(0.004085700708318929), np.float64(0.0030300795940637615))
```

The author's reading of the failure: The last test puts the second particle's centre at 0.5 nm, but the integration grid for that particle ended at 0.6 nm, so part of its Gaussian was cut off and the direct integral came out about 0.4 % too small for the overlap. The fault is in the numerical check, not in the derived formula. The grid now extends 0.6 nm beyond the outermost centres on both sides, with the same spacing. All tested cases and tolerances are unchanged, and one printed line is added for the well-separated case.

The change:

```diff
@@ -41,9 +41,12 @@
     other particles are summed on a grid at fixed y = w^T x; then y is
     integrated in spherical coordinates around R, which removes the pole.
+    The grid reaches 6 length units beyond the outermost centres.
     """
     n = len(w)
     y = np.linspace(-14, 14, 1401)
-    grid = np.linspace(-6, 6, 41)
-    step = grid[1] - grid[0]
+    step = 0.3
+    low = min(s.min(), t.min()) - 6
+    high = max(s.max(), t.max()) + 6
+    grid = np.arange(low, high + step, step)
     rest = np.array([g.ravel() for g in
                      np.meshgrid(*[grid] * (n - 1), indexing="ij")])
@@ -181,5 +184,5 @@
 # Common centre: phi = exp(-a(r1^2+r2^2) - gamma r12^2)
 a = 1.0
-zero2 = np.zeros((2, 2 + 1))
+zero2 = np.zeros((2, 3))
 repulsions, attractions = [], []
 print("Common centre, a: %.1f nm^-2" % (a / nm ** 2))
@@ -206,4 +209,6 @@
 check(A, far, B, far, w12, origin)
 assert abs(far_ratio * far_d - 1) < 1e-10
+print("Separated pair: d %.3f nm, d/sqrt(beta) %.3f, repulsion/overlap %.5f eV"
+      % (far_d * nm, far_d / np.sqrt(far_beta), coulomb_ev * far_ratio))
 print("Largest relative deviation from direct integration: %.0e"
       % max(deviations))
```

The mended program passes:

```
Coulomb energy e^2/(4 pi eps0 0.1 nm): 14.39965 eV
A_11 = A_22: 125.0 nm^-2; A_12: 25.0 nm^-2
B_11 = B_22: 150.0 nm^-2; B_12: 50.0 nm^-2
C_11 = C_22: 275.0 nm^-2; C_12: 75.0 nm^-2
Proton z positions: 0.000, 0.100 nm
Bra centres z: 0.000, 0.100 nm
Ket centres z: 0.020, 0.080 nm
Product centres z: 0.010000, 0.090000 nm
Exponent K: 0.040000 (dimensionless)
Overlap S: 1.608536e-06 nm^6
Overlap of normalised functions: 0.946046 (dimensionless)
Pair beta: 0.010000 nm^2
Pair sqrt(beta): 0.100000 nm
Pair centre distance d: 0.080000 nm
Pair d/sqrt(beta): 0.800000 (dimensionless)
Pair erf(d/sqrt(beta)): 0.742101 (dimensionless)
Repulsion / overlap: 13.35749 eV
Repulsion, normalised functions: 12.63679 eV
Repulsion, normalised functions: 2.02464e-18 J
Point charges at distance d: 17.99956 eV
Same beta with d = 0: 16.24826 eV
Electron 1, proton 1: beta 0.003929 nm^2, d 0.010000 nm
  attraction / overlap: -25.70497 eV
Electron 1, proton 2: beta 0.003929 nm^2, d 0.090000 nm
  attraction / overlap: -15.32301 eV
Common centre, a: 100.0 nm^-2
gamma -25.0 nm^-2: beta 0.020000 nm^2
  mean repulsion 11.48925 eV; electron 1 to charge +e at centre -18.76187 eV
gamma 0.0 nm^-2: beta 0.010000 nm^2
  mean repulsion 16.24826 eV; electron 1 to charge +e at centre -22.97851 eV
gamma 25.0 nm^-2: beta 0.006667 nm^2
  mean repulsion 19.89997 eV; electron 1 to charge +e at centre -25.17170 eV
Separated pair: d 0.500 nm, d/sqrt(beta) 5.000, repulsion/overlap 2.87993 eV
Largest relative deviation from direct integration: 7e-08
success
```
